# Computing the Thermal Reversal Rate of an Axial Macrospin

Consider a magnetic memory cell whose moment has two stable directions, separated by an energy barrier of 65 thermal energies. Expand its Fokker-Planck operator in Legendre polynomials, give the matrix to a standard double-precision eigenvalue routine, and take the smallest nonzero eigenvalue. For the cell treated below, one such run on the block of odd polynomials returned a magnitude of \(1.7\times10^{-12}\), in units of the rotational diffusion rate. Read as a decay rate, it corresponds to a memory that relaxes in about 21 hours. The correct eigenvalue is \(1.057\times10^{-25}\), and the relaxation time is \(3.9\times10^{10}\) years.

The expansion is sound, but the arithmetic and the stopping rule need redesign. The high-barrier formula of Brown then serves as a check whose own error is known.

## The operator and its time unit

Atomic units are used in the algebra (\(\hbar=e=m_e=1\)), and \(T\) denotes thermal energy. The moment is \(\mu\mathbf m\) with \(|\mathbf m|=1\), the gyromagnetic ratio is \(\gamma>0\), and the spin length is \(S=\mu/\gamma\). The Landau-Lifshitz-Gilbert equation with damping \(\alpha\) is

\[
\dot{\mathbf m}=-\gamma\,\mathbf m\times\mathbf B+\alpha\,\mathbf m\times\dot{\mathbf m}.
\]

Take the cross product with \(\mathbf m\). Since \(\mathbf m\cdot\dot{\mathbf m}=0\), we have \(\mathbf m\times(\mathbf m\times\dot{\mathbf m})=-\dot{\mathbf m}\). Substituting the resulting \(\mathbf m\times\dot{\mathbf m}\) back gives

\[
(1+\alpha^2)\dot{\mathbf m}=-\gamma\,\mathbf m\times\mathbf B-\alpha\gamma\,\mathbf m\times(\mathbf m\times\mathbf B).
\]

For an effective field \(B_{\rm eff}\hat{\mathbf z}\) and \(x=m_z=\cos\theta\), the first term has no \(z\) component. The double product has \(z\) component \((x^2-1)B_{\rm eff}\). Therefore

\[
\dot x=\frac{\alpha\gamma}{1+\alpha^2}(1-x^2)B_{\rm eff}.
\]

Let the anisotropy barrier be \(E_b\) and let an external field \(B\) lie along the axis. Then \(E=-E_bx^2-\mu Bx\), and

\[
U=\frac ET=-\sigma(x^2+2hx),\qquad \sigma=\frac{E_b}{T},\quad h=\frac{\mu B}{2E_b},\quad |h|<1.
\]

The effective field is \(B_{\rm eff}=-(T/\mu)U'\), so the drift is \(-D(1-x^2)U'\) with

\[
D=\frac{\alpha T}{(1+\alpha^2)S}.
\]

Isotropic white noise adds diffusion on the sphere. The density \(\rho(x,t)\) then has the current \(-(1-x^2)(D'\rho'+DU'\rho)\). This must vanish for the Boltzmann density \(e^{-U}\), which requires \(D'=D\). Hence

\[
\partial_t\rho=D\,\partial_x\big[(1-x^2)(\partial_x\rho+U'\rho)\big].
\]

## The band matrix

Let \(c_l=\int_{-1}^1P_l\,\rho\,dx\). Multiply the equation by \(P_l\) and integrate by parts. The boundary terms vanish because of the factor \(1-x^2\). A second integration by parts in the diffusion term, with \([(1-x^2)P_l']'=-l(l+1)P_l\), gives

\[
\dot c_l/D=-l(l+1)c_l+2\sigma\big\langle(x+h)(1-x^2)P_l'\big\rangle .
\]

Two Legendre identities close the system:

\[
(1-x^2)P_l'=\frac{l(l+1)}{2l+1}(P_{l-1}-P_{l+1}),\qquad
xP_n=\frac{(n+1)P_{n+1}+nP_{n-1}}{2n+1}.
\]

In \(x(P_{l-1}-P_{l+1})\), the coefficient of \(P_l\) is

\[
\frac{l}{2l-1}-\frac{l+1}{2l+3}=\frac{2l+1}{(2l-1)(2l+3)}.
\]

The coefficients of \(P_{l-2}\) and \(P_{l+2}\) are \((l-1)/(2l-1)\) and \(-(l+2)/(2l+3)\). Thus

\[
\begin{aligned}
\frac{\dot c_l}{D}={}&-l(l+1)\Big[1-\frac{2\sigma}{(2l-1)(2l+3)}\Big]c_l\\
&+\frac{l(l+1)}{2l+1}\Big\{2\sigma h(c_{l-1}-c_{l+1})
+2\sigma\Big[\frac{l-1}{2l-1}c_{l-2}-\frac{l+2}{2l+3}c_{l+2}\Big]\Big\}.
\end{aligned}
\]

Write this as \(\dot c=-DMc\). The matrix \(M\) has five diagonals. Its row \(l=0\) is zero, because probability is conserved. Deleting row and column zero therefore removes one zero eigenvalue and leaves the rest of the spectrum unchanged. The smallest remaining eigenvalue is \(\lambda\), and the physical relaxation rate is \(\lambda D\).

At \(h=0\), even and odd \(l\) decouple. The slowest nonconstant mode has a single node, by Sturm-Liouville theory, and symmetry puts that node at \(x=0\). So \(\lambda\) belongs to the odd block, which is tridiagonal. For small \(\sigma\) the couplings enter in second order, and the entry \(l=1\) gives \(\lambda=2(1-2\sigma/5)+O(\sigma^2)\). This is free rotational diffusion, slowed by the anisotropy.

## Repairing the arithmetic

At a storage barrier \(\lambda\) is of order \(\sigma^{3/2}e^{-\sigma}\), as shown below, while the matrix entries grow as \(l^2\). With a cutoff of 298, the largest diagonal entry of the odd block is near \(9\times10^4\). Double precision perturbs a matrix of this size by roughly \(10^{-11}\). An eigenvalue of \(10^{-25}\) is lost in that perturbation, which is why the first attempt returned \(10^{-12}\). The ratio of the two scales suggests that a general-purpose routine needs about thirty digits before the first digit of \(\lambda\) means anything.

The band structure makes extended precision cheap:

1. Eliminate from the largest \(l\) downwards. When row \(l\) becomes the pivot row, it has entries in columns \(l\), \(l-1\) and \(l-2\). Clearing column \(l\) from rows \(l-1\) and \(l-2\) changes entries already inside the band, so no new diagonals appear. The work grows linearly with \(l_{\max}\).
2. Start with \(v_1=1\) and all other components zero. Solve \(My=v\), take \(1/y_1\) as the estimate of \(\lambda\), rescale \(y\) so that its first component is one, and repeat.

Each repetition reduces the admixture of the next mode by the ratio of \(\lambda\) to that mode's eigenvalue, which is tiny at a high barrier. The elimination uses no row exchanges, so it would fail at a vanishing pivot. The values here were computed with 100 decimal digits.

## Repairing the stopping rule

The second trap is truncation. For the cell, with \(\sigma=64.56\), the error relative to the converged \(\lambda\) is:

| \(l_{\max}\) | relative error |
|---|---|
| 81 | \(-5.3\times10^{6}\) |
| 101 | \(-4.3\times10^{-4}\) |
| 121 | about \(-10^{-15}\), near double-precision rounding |

At \(l_{\max}=81\) the eigenvalue is negative, so the truncated system predicts a growing magnetization. Its absolute error is nevertheless below \(10^{-18}\), and any absolute tolerance looser than that would accept it. Convergence has to be judged by the relative change of \(\lambda\).

A relative accuracy of \(10^{-6}\) at zero field needs \(l_{\max}=39\), 69 and 107 for \(\sigma=20\), 40 and 64.56. In these three cases \(l_{\max}=2\sigma\) is sufficient. This is an observation and not a proven rule, so the relative change of \(\lambda\) should still be checked.

## An independent bracket

Agreement between two cutoffs doesn't show that the matrix is right. At \(h=0\) there is a separate route. Put \(\rho=wf\) with \(w=e^{\sigma x^2}\). Then \(\rho'+U'\rho=wf'\), and the eigenvalue equation becomes

\[
-[(1-x^2)wf']'=\lambda wf .
\]

The slowest \(f\) is odd and can be taken positive for \(x>0\). Integrating from \(y\) to 1, dividing by \((1-y^2)w(y)\), and integrating from 0 to \(x\) gives

\[
f(x)=\lambda\int_0^x\frac{dy}{(1-y^2)w(y)}\int_y^1w(z)f(z)\,dz .
\]

Let \(T_1(x)\) be the same double integral with \(f\) replaced by 1. It is the mean time, in units of \(1/D\), to reach \(x=0\) from \(x\). Exchanging the integrations shows that the kernel linking \(x\) and \(z\) is \(\int_0^{\min(x,z)}dy/[(1-y^2)w]\), which is symmetric. Multiply the equation for \(f\) by \(w\), integrate over \(0<x<1\), and use this symmetry:

\[
\frac1\lambda=\frac{\int_0^1wfT_1\,dx}{\int_0^1wf\,dx}.
\]

This is a weighted average of \(T_1\), so it can't exceed the maximum \(T_1(1)\). Both \(f\) and \(T_1\) increase with \(x\), so weighting by \(f\) can't lower the average. Therefore

\[
\langle T_1\rangle_w\le\frac1\lambda\le T_1(1),\qquad
\langle T_1\rangle_w=\frac{\int_0^1wT_1\,dx}{\int_0^1w\,dx}.
\]

The bounds contain positive integrands, so they involve no cancellation and double precision suffices. At \(\sigma=5\) they are 7.299 and 7.568, and the matrix gives 7.385. At \(\sigma=20\), 40 and 64.56, the two bounds were tested to agree within a relative \(10^{-6}\), with the matrix value between them to within a relative \(10^{-10}\).

## Brown's formula and its error

The bracket also yields the high-barrier limit. Choose a fixed \(a\) between 0 and 1. For \(y>a\), the inner integral is at most \((1-y)e^{\sigma}\), so this region adds at most \(e^{\sigma(1-a^2)}\) to \(T_1\). For \(y<a\), replace the inner integral by \(Z=\int_0^1e^{\sigma z^2}dz\). The error is at most \(\int_0^a dy/(1-y^2)\), which is independent of \(\sigma\). Both errors are exponentially small compared with \(T_1\sim e^\sigma\sigma^{-3/2}\). The weight \(w\) in \(x<a\) is also an exponentially small fraction of the total. Both bounds therefore share the expansion of \(ZB\), where \(B=\int_0^a e^{-\sigma y^2}dy/(1-y^2)\).

For the well, set \(v=1-z^2\):

\[
Z=\frac{e^\sigma}{2}\int_0^1e^{-\sigma v}\Big(1+\frac v2+\frac{3v^2}{8}+\dots\Big)dv
=\frac{e^\sigma}{2\sigma}\Big(1+\frac1{2\sigma}+\frac3{4\sigma^2}+\dots\Big).
\]

For the barrier, expand \(1/(1-y^2)=1+y^2+y^4+\dots\) and use the Gaussian averages \(1/(2\sigma)\) and \(3/(4\sigma^2)\):

\[
B=\frac12\sqrt{\frac\pi\sigma}\Big(1+\frac1{2\sigma}+\frac3{4\sigma^2}+\dots\Big).
\]

The product of the two brackets is \(1+1/\sigma+7/(4\sigma^2)+\dots\). Its inverse gives

\[
\lambda=\lambda_B\Big[1-\frac1\sigma-\frac3{4\sigma^2}+O(\sigma^{-3})\Big],\qquad
\lambda_B=\frac4{\sqrt\pi}\sigma^{3/2}e^{-\sigma}.
\]

Here \(\lambda_B\) is Brown's formula. The computed ratio \(\lambda/\lambda_B\) is 0.796, 0.890, 0.948, 0.974 and 0.987 at \(\sigma=5\), 10, 20, 40 and 80. For the cell it is 0.98432, and the two corrections predict 0.98433. A difference of 1.6% from Brown's value is thus the expected error of the formula at this barrier. Raising \(l_{\max}\) will not remove it. As \(\sigma\to0\) the formula fails altogether, since it tends to zero while \(\lambda\) tends to 2.

## An axial field

With a field the wells differ and the barrier top moves to \(x=-h\). At high barriers \(f\) is nearly constant in each well, with values \(f_\pm\), and the populations are \(n_\pm=f_\pm Z_\pm\). A steady current \(J\) from the well at \(x=+1\) to the well at \(x=-1\) obeys \(J/D=(f_+-f_-)/B_h\), where \(B_h=\int e^{U}dx/(1-x^2)\) runs across the barrier. The escape rates in units of \(D\) are therefore \(\kappa_\pm=1/(Z_\pm B_h)\), and \(\lambda\approx\kappa_++\kappa_-\).

Since \(U=-\sigma(x+h)^2+\sigma h^2\), the barrier integral is \(B_h\approx\sqrt{\pi/\sigma}\,e^{\sigma h^2}/(1-h^2)\). Near \(x=\pm1\) the energy is linear in the distance from the pole, which gives \(Z_\pm\approx e^{\sigma(1\pm2h)}/[2\sigma(1\pm h)]\). Hence

\[
\kappa_\pm\approx\frac{2\sigma^{3/2}}{\sqrt\pi}(1-h^2)(1\pm h)e^{-\sigma(1\pm h)^2}.
\]

At \(h=0\) the sum is \(\lambda_B\). The formula requires \(\sigma(1-|h|)^2\gg1\), so that the shallower well still holds the moment. The band matrix has no such restriction. At \(\sigma=6\), \(h=0.2\), its eigenvalue was tested against a direct discretization in \(x\), and the two agreed within a relative \(3\times10^{-4}\).

## A memory cell

Take a disc of diameter 25 nm and thickness 2 nm, with effective anisotropy \(1.7\times10^{-3}\) eV/nm³, 110 Bohr magnetons per nm³, \(g=2.1\), \(\alpha=0.01\), at 300 K. The volume is \(\pi(25)^2(2)/4=981.7\) nm³, and

\[
E_b=1.7\times10^{-3}\times981.7=1.669\ \text{eV},\qquad
\sigma=\frac{1.669}{0.025852}=64.56 .
\]

The spin length is \(110\times981.7/2.1=5.14\times10^4\,\hbar\). With \(\hbar\) restored and \(S\) counted in units of \(\hbar\), \(D=\alpha k_BT/[(1+\alpha^2)\hbar S]=7.64\times10^6\) s⁻¹. The relaxation rate is

\[
\lambda D=(1.057\times10^{-25})(7.64\times10^6\ \text{s}^{-1})=8.07\times10^{-19}\ \text{s}^{-1}.
\]

At \(h=0\) each well empties at the rate \(\lambda D/2\). The flipped fraction \(p\) obeys \(\dot p=(\lambda D/2)(1-2p)\), so \(p=(1-e^{-\lambda Dt})/2\). Among \(10^9\) identical cells, 0.13 flips are expected in ten years.

These are rough typical values for a perpendicular CoFeB/MgO cell, and none is meant to be extreme. Real arrays can break the assumptions of constant temperature and identical cells. At 358 K with fixed anisotropy, \(\sigma\) falls to 54.1 and the expected number of flips rises to about 4100. If the anisotropy also loses an assumed 0.2% per kelvin, with the moment held fixed, \(\sigma\) is 47.8 and the number is about \(1.8\times10^6\). At 300 K, a diameter 5% smaller with unchanged anisotropy density raises the rate by a factor of about 510.

Stray fields matter as well. The anisotropy field is 0.534 T, so 10 mT corresponds to \(h=0.0187\). Opposing the stored state along the axis, it raises the escape rate 10.8 times. A transverse field of reduced size \(h_\perp\) gives \(E/E_b=\sin^2\theta-2h_\perp\sin\theta\). The minimum is \(-h_\perp^2\) and the saddle is \(1-2h_\perp\), so the barrier becomes \(E_b(1-h_\perp)^2\). For 10 mT this raises the Boltzmann factor 11 times. This is not the full change in the rate. A transverse field breaks the axial symmetry, and at this low damping the prefactor rises as well. The axial matrix can't supply that part.

The single-moment picture has a size limit. At the saddle the moment lies in the plane. A small non-uniform tilt \(\psi\) out of the plane changes the energy density by \(A|\nabla\psi|^2-K\psi^2\), with exchange stiffness \(A\) and anisotropy density \(K\). The slowest non-uniform mode of a disc of diameter \(d\) with free edges has wavenumber \(2\times1.841/d\). The uniform saddle is therefore stable for \(d<3.68\sqrt{A/K}\), which is 31 nm for a rough \(A=0.12\) eV/nm. This estimate treats dipolar energy as a local anisotropy. For this film, with magnetization \(M\), the dipolar energy density \(\mu_0M^2/2\) is about 2.4 times \(K\), so its non-local part matters. Including it for modes of the same symmetry, with \(K\) held fixed, lowers the limit to about 27 nm. The 25 nm disc then passes only if \(A\) exceeds about 0.10 eV/nm, so the stiffness of the actual film should be checked. Passing keeps the uniform saddle but does not fix the rate, because non-uniform modes are softer at the saddle than in the well. In the local model, with \(\epsilon=(31/25)^2\approx1.53\), the lowest pair of modes multiplies the harmonic rate by \((\epsilon+1)^2/[\epsilon(\epsilon-1)]\approx8\) if \(K\) is read as a bare value. Most of this factor, \(e^{3/\epsilon}\approx7\), is the thermal lowering of the anisotropy, so \(K\) must be the value at the operating temperature. The remainder grows without bound as the size limit is approached. The precession quantum is 0.25% of the thermal energy, which supports classical dynamics, although no tunnelling rate was computed.

The main computed values are listed in the numerical output below.

## Values computed for the example and the checks

```
cell diameter: 25 nm
cell thickness: 2 nm
effective anisotropy: 0.0017 eV/nm^3
moment density: 110 Bohr magnetons/nm^3
g factor: 2.1
damping alpha: 0.01
temperature: 300 K
volume: 981.75 nm^3
spin length S: 51425 hbar
barrier: 1.669 eV
thermal energy: 0.025852 eV
sigma: 64.5587
diffusion rate D: 7.6368e+06 1/s
lambda from band matrix: 1.056998e-25 (units of D)
lambda from Brown: 1.073833e-25 (units of D)
lambda from double precision: 1.7e-12 (units of D)
relative truncation error, l_max 81: -5.27e+06
relative truncation error, l_max 101: -0.000429
relative truncation error, l_max 121: -1.33e-15
relative truncation error, l_max 141: 0
l_max for 1e-6 accuracy at sigma 20.00: 39
l_max for 1e-6 accuracy at sigma 40.00: 69
l_max for 1e-6 accuracy at sigma 64.56: 107
lambda/Brown at sigma 5: 0.796473
lambda/Brown at sigma 10: 0.889567
lambda/Brown at sigma 20: 0.947809
lambda/Brown at sigma 40: 0.974497
lambda/Brown at sigma 80: 0.987379
lambda/Brown for the cell: 0.984322
lower bound at sigma 5: 7.29923 (units of 1/D)
1/lambda at sigma 5: 7.38518 (units of 1/D)
upper bound at sigma 5: 7.56794 (units of 1/D)
relaxation rate: 8.0721e-19 1/s
relaxation time: 1.2388e+18 s
relaxation time: 3.9256e+10 years
escape prefactor: 4.3998e+09 1/s
number of cells: 1e+09
expected flips in 10 years, 300 K: 0.1274
sigma at 358 K, fixed anisotropy: 54.099
expected flips in 10 years, 358 K: 4052
assumed anisotropy loss: 0.2 percent/K
sigma at 358 K, softened: 47.824
expected flips, 358 K, softened: 1.782e+06
rate factor, diameter 5 percent smaller: 513.6
anisotropy field: 0.53399 T
stray field: 0.01 T
reduced stray field h: 0.018727
escape factor, opposing axial stray field: 10.76
barrier factor, transverse stray field: 10.97
exchange stiffness: 0.12 eV/nm
largest diameter for uniform saddle: 30.94 nm
precession quantum: 6.491e-05 eV
precession quantum / thermal energy: 0.00251
```
